# Scattering at a wire junction and transmission past a dead-end stub: a numerical check

```python
"""
Result under test (Hartree atomic units, E = k^2/2):
  an ideal vertex of v wires (continuous psi, outward derivatives summing
  to zero) has scattering matrix sigma_ij = 2/v - delta_ij;
  an infinite wire with one side stub of length L ending in a hard wall
  has transmission T = 4/(4 + cot(kL)^2).
Symbols: k wave number, t and r transmission and reflection amplitudes,
  R = |r|^2, A amplitude of the stub wave A*sin(k(L-y)), y measured from
  the vertex, rho return factor of the stub.
Independent road: linear finite elements on the graph. Only continuity is
built in at the vertex; the derivative condition emerges from the weak form.
"""
import numpy as np
from scipy.constants import physical_constants
from scipy.optimize import brentq
from scipy.sparse import coo_matrix
from scipy.sparse.linalg import spsolve

HARTREE_EV = physical_constants["Hartree energy in eV"][0]
BOHR_NM = physical_constants["Bohr radius"][0] * 1e9
LEAD = 4.0  # length of each lead kept in the mesh, bohr


def solve_graph(k, leads, incoming=0, stub=None, hard=True, n=400):
    """Return outgoing lead amplitudes and nodal psi for a unit incoming wave.
    Node 0 is the vertex; arm m owns nodes 1+m*n to (m+1)*n."""
    lengths = [LEAD] * leads + ([] if stub is None else [stub])
    size = 1 + n * len(lengths)
    rows, cols, vals = [], [], []
    for m, length in enumerate(lengths):
        nodes = np.concatenate(([0], np.arange(1 + m * n, 1 + (m + 1) * n)))
        p, q = nodes[:-1], nodes[1:]
        h = length / n
        same = 1 / h - k**2 * h / 3
        cross = -1 / h - k**2 * h / 6
        for i, j, value in ((p, p, same), (q, q, same),
                            (p, q, cross), (q, p, cross)):
            rows.append(i)
            cols.append(j)
            vals.append(np.full(n, value, dtype=complex))
    ends = np.array([(m + 1) * n for m in range(leads)])
    rows.append(ends)
    cols.append(ends)
    vals.append(np.full(leads, -1j * k))
    matrix = coo_matrix((np.concatenate(vals),
                         (np.concatenate(rows), np.concatenate(cols))),
                        shape=(size, size)).tocsc()
    source = np.zeros(size, dtype=complex)
    source[ends[incoming]] = -2j * k * np.exp(-1j * k * LEAD)
    if stub is not None and hard:
        # the last node is the stub end, where psi vanishes
        psi = np.append(spsolve(matrix[:-1, :-1].tocsc(), source[:-1]), 0)
    else:
        psi = spsolve(matrix, source)
    out = psi[ends].copy()
    out[incoming] -= np.exp(-1j * k * LEAD)
    return out * np.exp(-1j * k * LEAD), psi


def t_formula(phase):
    return 2 * np.sin(phase) / (2 * np.sin(phase) + 1j * np.cos(phase))


def T_formula(phase):
    return 4 / (4 + 1 / np.tan(phase)**2)


def path_sum(phase, detours):
    """Direct path plus the given number of detour terms through the stub."""
    rho = -np.exp(2j * phase)
    total = 2 / 3 + 0j
    for bounce in range(detours):
        total += (2 / 3) * rho * (-rho / 3)**bounce * (2 / 3)
    return total


# Vertex matrix for several numbers of wires and two wave numbers
vertex_error = 0.0
for v in range(1, 6):
    for k_test in (0.25, 0.6):
        sigma = np.column_stack([solve_graph(k_test, v, j)[0]
                                 for j in range(v)])
        vertex_error = max(vertex_error,
                           np.max(abs(sigma - (2 / v - np.eye(v)))))
        if v == 3 and k_test == 0.25:
            sigma3 = sigma
assert vertex_error < 1e-4  # mesh error of order (k h)^2

# Stub: amplitudes, current conservation, and both kinds of stub end
L = 10.0
scan_error = soft_error = flux_error = 0.0
for phase in np.linspace(0.3, 6.0, 20):
    (r_num, t_num), _ = solve_graph(phase / L, 2, 0, L)
    scan_error = max(scan_error, abs(t_num - t_formula(phase)),
                     abs(r_num - (t_formula(phase) - 1)),
                     abs(abs(t_num)**2 - T_formula(phase)))
    flux_error = max(flux_error, abs(abs(r_num)**2 + abs(t_num)**2 - 1))
    soft, _ = solve_graph(phase / L, 2, 0, L, hard=False)
    soft_error = max(soft_error, abs(abs(soft[1])**2
                                     - 4 / (4 + np.tan(phase)**2)))
    assert abs(path_sum(phase, 60) - t_formula(phase)) < 1e-12
assert scan_error < 5e-4 and soft_error < 5e-4  # mesh phase error
assert flux_error < 1e-8

# Worked example
k = 0.25
phase = k * L
t = t_formula(phase)
T = T_formula(phase)
A = t / np.sin(phase)
(r_num, t_num), psi = solve_graph(k, 2, 0, L)
stub_peak = np.max(abs(psi[801:]))  # an antinode lies inside this stub
assert abs(stub_peak - abs(A)) < 1e-3
mesh_errors = [abs(solve_graph(k, 2, 0, L, n=n)[0][1] - t)
               for n in (100, 200)]
mesh_ratio = mesh_errors[0] / mesh_errors[1]
assert 3.8 < mesh_ratio < 4.2

# First zero at positive energy: node at the vertex, standing wave in stub
k_zero = np.pi / L
zero_out, zero_psi = solve_graph(k_zero, 2, 0, L)
zero_peak = np.max(abs(zero_psi[801:]))
assert abs(zero_out[1])**2 < 1e-6 and abs(zero_psi[0]) < 1e-3
assert abs(zero_out[0] + 1) < 1e-3 and abs(zero_peak - 2) < 1e-3
detour_zero = path_sum(np.pi, 60) - path_sum(np.pi, 0)
assert abs(detour_zero + 2 / 3) < 1e-12

# First perfect transmission and half-transmission points
k_one = np.pi / (2 * L)
T_one = abs(solve_graph(k_one, 2, 0, L)[0][1])**2
assert abs(T_one - 1) < 1e-6
k_half = [(np.pi - np.arctan(0.5)) / L, (np.pi + np.arctan(0.5)) / L]
for predicted, bracket in zip(k_half, ((0.20, 0.31), (0.32, 0.45))):
    found = brentq(lambda q: abs(solve_graph(q, 2, 0, L)[0][1])**2 - 0.5,
                   *bracket, xtol=1e-10)
    assert abs(found - predicted) < 1e-4

print(f"Stub length L = {L:.1f} bohr = {L * BOHR_NM:.4f} nm")
print(f"Wave number k = {k:.2f} 1/bohr")
print(f"Energy E = {k**2 / 2:.5f} hartree = {k**2 / 2 * HARTREE_EV:.4f} eV")
print(f"Phase kL = {phase:.2f} rad")
print(f"sin kL = {np.sin(phase):.5f}, cos kL = {np.cos(phase):.5f}")
print(f"cot kL = {1 / np.tan(phase):.5f}")
print(f"cot^2 kL = {1 / np.tan(phase)**2:.5f}")
print(f"Amplitude t (formula) = {t.real:.5f} {t.imag:+.5f} i")
print(f"Amplitude t (finite elements) = {t_num.real:.5f} {t_num.imag:+.5f} i")
print(f"T (formula) = {T:.5f}")
print(f"T (finite elements) = {abs(t_num)**2:.5f}")
print(f"R = |t-1|^2 = {abs(t - 1)**2:.5f}")
print(f"Stub amplitude |A| (formula) = {abs(A):.4f}")
print(f"Stub amplitude |A| (finite elements) = {stub_peak:.4f}")
print("Path sum at kL = 2.5: detour terms, t, |t|^2")
for count in (0, 1, 2, 3, 4, 6):
    part = path_sum(phase, count)
    print(f"  {count}: {part.real:.5f} {part.imag:+.5f} i, {abs(part)**2:.5f}")
print("Three-wire vertex, finite elements, real part of sigma:")
for row in sigma3.real:
    print("  " + "  ".join(f"{value:+.4f}" for value in row))
print(f"Largest vertex-matrix error, v = 1 to 5: {vertex_error:.1e}")
print("kL (rad), T formula, T finite elements")
for x in (0.5, 1.0, np.pi / 2, 2.0, 2.5, 3.0, np.pi):
    T_num = abs(solve_graph(x / L, 2, 0, L)[0][1])**2
    print(f"  {x:.4f}  {T_formula(x):.4f}  {T_num:.4f}")
for name, q in (("First T = 1", k_one), ("First zero at E > 0", k_zero),
                ("T = 1/2 below zero", k_half[0]),
                ("T = 1/2 above zero", k_half[1])):
    energy = q**2 / 2
    print(f"{name}: k = {q:.5f} 1/bohr, "
          f"E = {energy:.5f} hartree = {energy * HARTREE_EV:.4f} eV")
print(f"At the zero: sum of detours = {detour_zero.real:.5f}")
print(f"At the zero: stub amplitude (finite elements) = {zero_peak:.4f}")
print(f"Largest amplitude or T error in the scan = {scan_error:.1e}")
print(f"Largest soft-wall T error in the scan = {soft_error:.1e}")
print(f"Error ratio on halving the mesh = {mesh_ratio:.3f}")
print("verified")
```

Running it gives:

```
Stub length L = 10.0 bohr = 0.5292 nm
Wave number k = 0.25 1/bohr
Energy E = 0.03125 hartree = 0.8504 eV
Phase kL = 2.50 rad
sin kL = 0.59847, cos kL = -0.80114
cot kL = -1.33865
cot^2 kL = 1.79198
Amplitude t (formula) = 0.69061 +0.46224 i
Amplitude t (finite elements) = 0.69061 +0.46224 i
T (formula) = 0.69061
T (finite elements) = 0.69061
R = |t-1|^2 = 0.30939
Stub amplitude |A| (formula) = 1.3886
Stub amplitude |A| (finite elements) = 1.3886
Path sum at kL = 2.5: detour terms, t, |t|^2
  0: 0.66667 +0.00000 i, 0.44444
  1: 0.54059 +0.42619 i, 0.47388
  2: 0.66490 +0.50678 i, 0.69892
  3: 0.70242 +0.47467 i, 0.71870
  4: 0.69570 +0.45964 i, 0.69527
  6: 0.68998 +0.46218 i, 0.68968
Three-wire vertex, finite elements, real part of sigma:
  -0.3333  +0.6667  +0.6667
  +0.6667  -0.3333  +0.6667
  +0.6667  +0.6667  -0.3333
Largest vertex-matrix error, v = 1 to 5: 7.2e-06
kL (rad), T formula, T finite elements
  0.5000  0.5442  0.5442
  1.0000  0.9066  0.9066
  1.5708  1.0000  1.0000
  2.0000  0.9502  0.9502
  2.5000  0.6906  0.6906
  3.0000  0.0752  0.0752
  3.1416  0.0000  0.0000
First T = 1: k = 0.15708 1/bohr, E = 0.01234 hartree = 0.3357 eV
First zero at E > 0: k = 0.31416 1/bohr, E = 0.04935 hartree = 1.3428 eV
T = 1/2 below zero: k = 0.26779 1/bohr, E = 0.03586 hartree = 0.9757 eV
T = 1/2 above zero: k = 0.36052 1/bohr, E = 0.06499 hartree = 1.7684 eV
At the zero: sum of detours = -0.66667
At the zero: stub amplitude (finite elements) = 2.0000
Largest amplitude or T error in the scan = 1.0e-04
Largest soft-wall T error in the scan = 4.5e-05
Error ratio on halving the mesh = 4.000
verified
```
